How permittivity responds to densification in the Clausius-Mossotti model

**Theorem.** Let a dielectric contain n identical molecules per unit volume, each with isotropic polarizability α, and let k be its relative permittivity. Under assumptions A1 to A3 below,

dk/d(ln n) = (k − 1)(k + 2)/3.

A small fractional increase dn/n in density therefore raises the permittivity by (k − 1)(k + 2)/3 times that fraction. At fixed composition the mass density is proportional to n, so its logarithm has the same differential and may replace ln n.

**Assumptions.**

A1. The polarizability α does not change with density. The molecules have no permanent dipoles and respond linearly, as point dipoles.

A2. The surroundings of each molecule are cubic, or isotropic on average, both before and after densification. In the second case every molecule is given the same dipole, and the local field is replaced by its average. This mean-field approximation neglects differences between the molecules' dipoles, so the results that use it are then approximate. The error need not be small. Take point dipoles placed at random as non-overlapping spheres that fill 28 % of the volume, with the same nα as in the example below. A self-consistent calculation on periodic cells of 100 dipoles gives k ≈ 2.88 instead of 2.73, and a slope under uniform scaling roughly 12 % above (k − 1)(k + 2)/3 evaluated at that k. If the dipoles can approach more closely, the point-dipole model can break down altogether.

A3. The material is uniform on scales much larger than a molecule. Its density changes because the molecules move closer together everywhere, not because large pores close.

Hartree atomic units with 4πε₀ = 1 are used. Lengths are in bohr, α is in bohr³ and k is dimensionless. E is the macroscopic field, P is the dipole moment per unit volume, and D = E + 4πP = kE.

## The local field

**Lemma 1.** For molecules that act as point dipoles, and under A2 and A3, the field that polarizes a molecule is

E_loc = E + 4πP/3.

*Proof.* Draw a sphere of radius R around the molecule, large compared with the molecular spacing but small compared with the distance over which P varies. Matter outside the sphere may be treated as a continuum. Molecules inside it must be counted one by one.

The outer continuum, with the sphere removed, has a bound charge on the cavity wall. Let P point along z, and let θ be the angle from z. The normal pointing out of the dielectric points towards the centre, so the surface charge density is σ = −P cos θ. A wall element of area R² dΩ produces at the centre a field whose z component is

−σ cos θ (R² dΩ)/R² = P cos²θ dΩ.

The minus sign on the left appears because the field of a positive charge points away from it, hence from the wall towards the centre. Integration over the wall gives

2πP ∫₀^π cos²θ sin θ dθ = 2πP · (2/3) = 4πP/3.

This adds to the macroscopic field E.

The molecules inside the sphere carry equal dipoles p along z. Their field at the centre has the z component

p Σ (3z² − r²)/r⁵.

In cubic surroundings, first let P point along a cube axis. The sums of x²/r⁵, y²/r⁵ and z²/r⁵ are then equal. Since r² = x² + y² + z², the sum of 3z²/r⁵ equals the sum of r²/r⁵, and the expression vanishes. The transverse components contain xz/r⁵ and yz/r⁵, which cancel between sites related by a half turn about the z axis. Because the field is linear in the dipoles, any other direction of P follows by superposition. In isotropic surroundings the average of 3cos²θ − 1 over directions is zero, with the same result for the mean field. ∎

**Remark 1: a needle.** The Lorentz term can also be found without a cavity. Take a needle several molecules wide and very much longer than its width, polarized along its axis. The bound charges sit at the distant ends, so their macroscopic field at the centre tends to zero. The field of all the other dipoles at a central site must then be 4πP/3 by itself. For a simple cubic lattice, I summed the dipole fields directly over a needle of 9 by 9 rows, extending 4000 sites in each direction from the centre. The sum is 4.18878 P, compared with 4πP/3 = 4.18879 P.

## From molecules to permittivity

**Lemma 2 (Clausius-Mossotti relation).** For molecules without permanent dipoles that respond linearly as point dipoles, and under A2 and A3,

(k − 1)/(k + 2) = x, where x = 4πnα/3.

*Proof.* From kE = E + 4πP,

P = (k − 1)E/(4π).

Inserting this in Lemma 1 gives

E_loc = E + (k − 1)E/3 = (k + 2)E/3.

Each molecule has the dipole αE_loc, so P = nαE_loc. Equating the two expressions for P,

(k − 1)E/(4π) = nα(k + 2)E/3.

Multiplication by 4π and division by (k + 2)E gives the relation. ∎

To solve for k, write k − 1 = xk + 2x and collect the terms in k:

k = (1 + 2x)/(1 − x).

A finite positive permittivity requires x < 1. As x approaches 1 from below, this formula diverges, but it may cease to apply earlier. In a simple cubic lattice of point dipoles, for example, the uniform state becomes unstable to an alternating pattern of dipoles already at x ≈ 0.78. Overlap between molecules and nonlinear response, both left out here, also cannot be assumed small when k grows large.

## Proof of the theorem

At fixed α, x is proportional to n. Hence

dx/d(ln n) = n dx/dn = x.

The quotient rule applied to x = (k − 1)/(k + 2) gives

dx/dk = [(k + 2) − (k − 1)]/(k + 2)² = 3/(k + 2)².

By the chain rule,

dk/d(ln n) = [dx/d(ln n)]/(dx/dk) = x(k + 2)²/3.

Replacing x by (k − 1)/(k + 2) cancels one factor of k + 2 and leaves (k − 1)(k + 2)/3. ∎

**Remark 2: meaning of the two factors.** If each molecule felt only E, then k − 1 would equal 4πnα, and the slope would be k − 1. At the same k, the local field multiplies this slope by (k + 2)/3, which is also the ratio E_loc/E.

The reason is feedback. Write F = (k + 2)/3, so that k − 1 = 4πnαF. Taking logarithmic differentials at fixed α,

dk/(k − 1) = d(ln n) + dk/(k + 2).

The first term on the right counts the additional molecules. The second is the growth of the local field that polarizes all of them. Moving it to the left gives

dk · 3/[(k − 1)(k + 2)] = d(ln n),

which is the theorem again.

For a dilute material, k approaches 1, the factor F approaches 1, and the slope approaches k − 1. For large k the ratio of the slope to k²/3 approaches 1. At k = 2 the slopes with and without the local-field correction are 1.333 and 1.000; at k = 4 they are 6.000 and 3.000.

**Remark 3: relative sensitivity.** Division by k gives

d(ln k)/d(ln n) = (k − 1)(k + 2)/(3k).

This equals 1 when k² + k − 2 = 3k, or k² − 2k − 2 = 0. The positive root is k = 1 + √3, about 2.73. Below this value a small fractional change in density produces a smaller fractional change in k; above it, a larger one.

## Finite changes in density

**Corollary 1.** If the density is multiplied by s at fixed α, with sx < 1, and Lemma 2 still applies at the new density, then

k_new = (1 + 2sx)/(1 − sx).

This follows from Lemma 2 with x replaced by sx. For small changes, the second derivative gives the leading correction to the linear estimate. Since (k − 1)(k + 2) = k² + k − 2,

d²k/d(ln n)² = [(2k + 1)/3] dk/d(ln n) = (2k + 1)(k − 1)(k + 2)/9.

It is positive for k > 1, so k curves upward as a function of ln n.

**Example.** Take a simple cubic lattice with edge 7 bohr and α = 30 bohr³. These are round model parameters and represent no particular material. The density is n = 1/343 = 0.002915 bohr⁻³, and

x = 4π · 30/(3 · 343) = 0.36637,

k = (1 + 0.73274)/(1 − 0.36637) = 2.7346.

The theorem gives

dk/d(ln n) = 1.7346 · 4.7346/3 ≈ 2.738.

At the same k, which would then require a larger α, the slope without the local-field correction would be k − 1 = 1.735. The local-field factor is 4.7346/3 = 1.578, so it accounts for the difference. The relative sensitivity is 1.001, because this k happens to lie close to 1 + √3.

The permittivity can also be calculated from the needle sum, by giving all molecules the same dipole and solving for its value at the central site, in the field of all the others. This gives k = 2.7346. Repeating the calculation with ln n shifted by ±0.001 and taking the central difference gives a slope of 2.7375, in agreement with the theorem.

For a density increase of 5 %, s = 1.05 and ln s = 0.04879. The linear estimate is

k_new ≈ 2.7346 + 2.7375 · 0.04879 = 2.8682.

The second derivative is 5.903, which adds ½ · 5.903 · 0.04879² = 0.0070 and gives 2.8752. Corollary 1 gives 2.8756. The increase in k is thus 0.141, of which the linear term supplies 0.134. The linear estimate falls short by about 5 % of the increase.

## When the polarizability changes

**Corollary 2.** Drop the requirement that α is fixed, and let g = d(ln α)/d(ln n). Then

dk/d(ln n) = (1 + g)(k − 1)(k + 2)/3.

*Proof.* Since x is proportional to nα, d(ln x)/d(ln n) = 1 + g, so dx/d(ln n) = (1 + g)x. The rest of the proof is unchanged. ∎

If compression makes the molecules less polarizable, g is negative and the slope is reduced. For g = −0.3, the example gives 0.7 · 2.7375 = 1.916. If g were below −1, densification would lower k. A measured slope therefore tests the combined effect of density and polarizability, and the theorem alone cannot separate them.

## When densification is uniaxial

A film held by a rigid substrate may shrink in thickness while its lateral dimensions stay fixed. If the molecules follow this deformation, A2 fails: the surroundings cease to be cubic, and k becomes different along different axes.

**Proposition 1.** Compress a cubic lattice with one molecule at each lattice point slightly along one axis, at fixed isotropic α. The mean of the three slopes dk_i/d(ln n) along the cubic axes is still (k − 1)(k + 2)/3.

*Proof.* Let u_x, u_y and u_z be the small fractional changes in length along the axes. The symmetry of a cubic lattice includes the exchange of any two axes. To first order it therefore allows only

δk_z = A u_z + B(u_x + u_y),

with the same constants A and B for the other two axes after relabelling. Summing the three changes gives

δk_x + δk_y + δk_z = (A + 2B)(u_x + u_y + u_z).

The sum depends only on the total fractional change in volume, which is −δ(ln n) to first order. Uniaxial and isotropic compression with the same δ(ln n) therefore give the same sum. For isotropic compression the three slopes are equal and are given by the theorem. ∎

The individual slopes need the altered local field. Along the compressed axis, write E_loc = E + LP, where L = 4π/3 in the undeformed lattice. Then P = nα(E + LP), and

k − 1 = 4πnα/(1 − nαL).

Let L′ = dL/d(ln n) for the uniaxial compression. Differentiation gives

dk/d(ln n) = 4πnα/(1 − nαL) + 4πnα · nα(L + L′)/(1 − nαL)².

The first term is k − 1. In the second, the factor multiplying L + L′ is (k − 1)²/(4π). With L = 4π/3,

dk/d(ln n) = (k − 1) + (k − 1)²/3 + (k − 1)²L′/(4π)
= (k − 1)(k + 2)/3 + (k − 1)²L′/(4π).

The last term is the effect of anisotropy. Its sign depends on the whole lattice sum, since neighbours in different directions contribute with different signs.

For the example lattice, needle sums and central differences give a slope of 5.776 along the compressed axis and 1.218 across it. Thus L′ is positive along the compressed axis. The mean is (5.776 + 2 · 1.218)/3 = 2.737, which agrees with the isotropic slope within the rounding of these numbers. The single-axis slope, however, is about twice the isotropic one. These two values belong to a simple cubic lattice of point dipoles compressed along a cube edge. They should not be transferred to other cubic lattices or to a glass, because L′ depends on how the molecules are arranged.

## When pores close

In a porous dielectric the average density can rise while the solid between the pores keeps its density and permittivity. A3 then fails, because the molecules do not move closer together everywhere.

**Proposition 2.** Let a solid of permittivity k contain a small volume fraction f of spherical voids, each much larger than a molecule and far from all the others compared with its radius. If f changes while the solid stays the same, the effective permittivity k_eff and average density ρ satisfy, as f → 0,

dk_eff/d(ln ρ) = 3k(k − 1)/(2k + 1).

*Proof.* Consider one void of radius a in a distant field E along z. The potentials

φ_in = −E_in r cos θ,
φ_out = −E r cos θ + b cos θ/r²

satisfy Laplace's equation. Continuity of φ at r = a gives

E_in = E − b/a³.

The radial component of D is −∂φ/∂r in the void and −k ∂φ/∂r in the solid. Its continuity gives

E_in = k(E + 2b/a³).

The first condition gives b/a³ = E − E_in. Substitution in the second yields E_in = k(3E − 2E_in), and hence

E_in = 3kE/(2k + 1).

Now average D over the material. In the solid D is k times the field, while in a void it is 1 times the field. Therefore

⟨D⟩ = k⟨E⟩ − f(k − 1)E_in.

To first order in f, the distant field in the last term may be replaced by ⟨E⟩, because their difference is itself of order f. Dividing by ⟨E⟩,

k_eff = k − f(k − 1) · 3k/(2k + 1).

The average density is proportional to 1 − f, so d(ln ρ) = −df as f → 0. Dividing dk_eff by d(ln ρ) gives the stated slope. ∎

Both this slope and that of the theorem contain k − 1. The remaining factors differ by

(k + 2)/3 − 3k/(2k + 1) = [(k + 2)(2k + 1) − 9k]/[3(2k + 1)]
= 2(k − 1)²/[3(2k + 1)].

This is positive for k > 1, so closing a few well-separated spherical pores raises k less than molecular densification by the same small fraction. For k = 2.7346 the void field is 1.268E, and the slope is 1.7346 · 1.268 = 2.200, about 20 % below the value 2.738 from the theorem.

The density change alone therefore does not determine the change in permittivity. One must also know whether the molecules have moved closer together, whether they have done so isotropically, and whether their polarizability has changed.
